# Relative permittivity from the Clausius-Mossotti relation

## Problem

A solid insulator contains $N$ identical polarizable units per unit volume. A unit in a local electric field $\mathbf E_{\rm loc}$ acquires the dipole moment $\mathbf p=\alpha\mathbf E_{\rm loc}$, where $\alpha$ is its polarizability in SI units. Treat the units as point dipoles on a simple cubic lattice, responding linearly to a static field. Define the dimensionless number

$$x=\frac{N\alpha}{3\varepsilon_0},$$

where $\varepsilon_0$ is the vacuum permittivity.

**(a)** Find the local field in terms of the macroscopic field $\mathbf E$ and the polarization $\mathbf P$, and derive the Clausius-Mossotti relation between $x$ and the relative permittivity $\varepsilon_r$.

**(b)** Show that $x=0.5$ gives $\varepsilon_r=4$.

**(c)** Obtain the same value by following the feedback between dipoles and local field. What happens as $x$ approaches 1?

**(d)** By how much does $\varepsilon_r$ change if the density rises by 1 % at fixed $\alpha$?

**(e)** An insulating film 10 nm thick has 22 units per nm³ and $x=0.5$. The macroscopic field is 1 MV/cm, perpendicular to the film. Find the polarizability volume $\alpha/(4\pi\varepsilon_0)$, the local field, the polarization, the dipole moment per unit and the capacitance per area.

**(f)** The numbers in (e) lie in the regime of amorphous silicon dioxide. Estimate how much the neglected effects matter.

## Solution

### (a) The local field and the Clausius-Mossotti relation

The macroscopic field $\mathbf E$ is the field averaged over many lattice cells. It includes the field of the charges on the electrodes and that of the polarization charge on the outer surfaces of the insulator. A unit does not respond to this average. It responds to the field at its own site from all charges except its own, and that is $\mathbf E_{\rm loc}$.

To find the difference, draw an imaginary sphere around one unit, large compared with the lattice spacing but small compared with the sample. The dipoles outside the sphere are far enough away to be replaced by a continuous, uniform polarization $\mathbf P$. Those inside must be added one by one.

**Dipoles outside the sphere.** A uniform polarization has no volume charge, because $-\nabla\cdot\mathbf P=0$. It has surface charge of density $\mathbf P\cdot\mathbf n$, where $\mathbf n$ points out of the polarized material. The charge on the outer surfaces is already counted in $\mathbf E$. The surface of the sphere remains. There, "out of the material" means towards the centre of the sphere, so with $\theta$ measured from the direction of $\mathbf P$,

$$\sigma(\theta)=-P\cos\theta .$$

A surface element at angle $\theta$ on a sphere of radius $R$ has charge $\sigma R^2\,d\Omega$. Its field at the centre points away from the element if the charge is positive, which gives a factor $-\cos\theta$ for the component along $\mathbf P$:

$$dE=\frac{\sigma R^2\,d\Omega}{4\pi\varepsilon_0R^2}\,(-\cos\theta)
=\frac{P\cos^2\theta}{4\pi\varepsilon_0}\,d\Omega .$$

The two minus signs cancel, and so does the radius. With $d\Omega=2\pi\sin\theta\,d\theta$ after integration around the axis,

$$E_{\rm sphere}=\frac{P}{2\varepsilon_0}\int_0^\pi\cos^2\theta\,\sin\theta\,d\theta
=\frac{P}{2\varepsilon_0}\cdot\frac23=\frac{P}{3\varepsilon_0}.$$

The components perpendicular to $\mathbf P$ cancel by symmetry around the axis.

**Dipoles inside the sphere.** Let all dipoles have moment $p$ along the $z$ axis, which is taken along a cube edge. A dipole at position $(X,Y,Z)$, at distance $r$, produces at the centre the $z$ component

$$E_z=\frac{p}{4\pi\varepsilon_0}\,\frac{3Z^2-r^2}{r^5}.$$

A cubic lattice inside a sphere is unchanged when the axes are interchanged. Therefore

$$\sum\frac{X^2}{r^5}=\sum\frac{Y^2}{r^5}=\sum\frac{Z^2}{r^5}=\frac13\sum\frac{r^2}{r^5},$$

and the sum of $(3Z^2-r^2)/r^5$ vanishes. The transverse components are proportional to sums of $XZ/r^5$ and $YZ/r^5$. These vanish too, because each site at $Z$ has a partner at $-Z$ with the same $X$ and $Y$. The near dipoles thus give no net field, and

$$\mathbf E_{\rm loc}=\mathbf E+\frac{\mathbf P}{3\varepsilon_0}. \tag{1}$$

The factor 1/3 can be tested without any imaginary sphere. Take a long needle of the lattice with the dipoles along its length. Its sides carry no polarization charge and its ends are far away, so the macroscopic field at its centre is nearly zero. What the dipoles produce there is $\mathbf E_{\rm loc}-\mathbf E$. A direct sum over 11 × 11 rows of 4001 dipoles each gives $0.3333\,P/\varepsilon_0$.

**The relation.** The polarization is the dipole moment per volume, and the permittivity is defined through the macroscopic field:

$$P=N\alpha E_{\rm loc},\qquad P=\varepsilon_0(\varepsilon_r-1)E. \tag{2}$$

Insert the second expression into equation (1):

$$E_{\rm loc}=E+\frac{\varepsilon_r-1}{3}E=\frac{\varepsilon_r+2}{3}\,E. \tag{3}$$

Now equate the two expressions for $P$:

$$\varepsilon_0(\varepsilon_r-1)E=N\alpha\,\frac{\varepsilon_r+2}{3}\,E .$$

Division by $\varepsilon_0(\varepsilon_r+2)E$ gives the Clausius-Mossotti relation,

$$\frac{\varepsilon_r-1}{\varepsilon_r+2}=\frac{N\alpha}{3\varepsilon_0}=x. \tag{4}$$

### (b) The permittivity at $x=0.5$

Multiply equation (4) by $\varepsilon_r+2$ and collect the terms in $\varepsilon_r$:

$$\varepsilon_r-1=x\varepsilon_r+2x
\quad\Rightarrow\quad
\varepsilon_r(1-x)=1+2x
\quad\Rightarrow\quad
\varepsilon_r=\frac{1+2x}{1-x}. \tag{5}$$

For $x=0.5$,

$$\varepsilon_r=\frac{1+1}{1-0.5}=\frac{2}{0.5}=4 .$$

Back-substitution confirms it: $(4-1)/(4+2)=3/6=0.5$.

For a dilute system, $x\ll1$, equation (5) becomes $\varepsilon_r\approx1+3x=1+N\alpha/\varepsilon_0$. This is the result for units that respond to $\mathbf E$ alone. At $x=0.5$ it would give 2.5, so half of the excess over 1 in the full result, 1.5 out of 3, comes from the dipoles acting on one another.

### (c) Feedback between the dipoles

Start with unpolarized units and switch on $E$, holding it fixed. In each round, compute the polarization from the local field left by the previous round:

$$P_{n+1}=N\alpha\left(E+\frac{P_n}{3\varepsilon_0}\right)=3\varepsilon_0xE+xP_n,\qquad P_0=0 .$$

Here $N\alpha=3\varepsilon_0x$ was used. Each round passes on a fraction $x$ of the previous polarization, so

$$P_n=3\varepsilon_0xE\,(1+x+x^2+\dots+x^{n-1}).$$

The corresponding permittivity is $1+P_n/(\varepsilon_0E)$. For $x=0.5$ the first three rounds give

$$1+1.5=2.5,\qquad 1+1.5(1.5)=3.25,\qquad 1+1.5(1.75)=3.625 .$$

The distance from 4 halves in each round. For $0<x<1$ the geometric series has the sum $1/(1-x)$, and

$$\varepsilon_r=1+\frac{3x}{1-x}=\frac{1-x+3x}{1-x}=\frac{1+2x}{1-x},$$

in agreement with equation (5).

As $x$ approaches 1 from below, the value of $\varepsilon_r$ given by equation (5) grows without limit. Whether the lattice can follow it that far is a question of stability. For $x>1$ each round adds more polarization than the one before. Equation (5) then gives a negative number, but this is not the response of a stable state. The energy shows why. Let the electrodes be connected so that $E=0$, and let the lattice have a uniform polarization $P$. Inducing a moment $p$ in one unit costs $p^2/(2\alpha)$, which is $P^2/(2N\alpha)$ per volume. The mutual energy of the dipoles is $-\tfrac12P\cdot P/(3\varepsilon_0)$ per volume, where the factor 1/2 avoids counting each pair twice. Together,

$$u=\frac{P^2}{2N\alpha}-\frac{P^2}{6\varepsilon_0}=\frac{P^2}{2N\alpha}\,(1-x).$$

For $x>1$ the energy falls as $P$ grows, and the unpolarized state is unstable. A real material would then be held back by nonlinear terms that this model lacks. The condition $x<1$ is necessary for stability. It is not sufficient, because it has been derived for uniform polarization only.

On the simple cubic lattice another pattern becomes unstable first. Let the dipoles point along $z$, with the same sign within each column along $z$ and opposite signs in neighbouring columns, like the squares of a chessboard. Summing the dipole fields gives a local field of $0.426\,Np/\varepsilon_0$ along the dipole at each site, in place of $Np/(3\varepsilon_0)$ for the uniform pattern. The instability therefore sets in at $x=1/(3\times0.426)=0.78$, where equation (5) gives a permittivity of only about 12. The divergence at $x=1$ is thus never reached on this lattice. The example $x=0.5$ lies below both limits.

### (d) Sensitivity to density

Differentiate equation (5) with the quotient rule:

$$\frac{d\varepsilon_r}{dx}=\frac{2(1-x)+(1+2x)}{(1-x)^2}=\frac{3}{(1-x)^2}. \tag{6}$$

At $x=0.5$ the slope is $3/0.25=12$. At fixed $\alpha$, a density higher by 1 % raises $x$ by 0.005, and the permittivity by about $12\times0.005=0.06$. Without linearization, equation (5) at $x=0.505$ gives 4.061. The relative change in $\varepsilon_r$ is 1.5 %, one and a half times that of the density.

### (e) The film

From the definition of $x$, $\alpha=3\varepsilon_0x/N$. The polarizability volume is therefore

$$\frac{\alpha}{4\pi\varepsilon_0}=\frac{3x}{4\pi N}
=\frac{1.5}{4\pi\times22\ \mathrm{nm^{-3}}}=0.00543\ \mathrm{nm^3}.$$

The local field follows from equation (3):

$$E_{\rm loc}=\frac{4+2}{3}\times1\ \mathrm{MV/cm}=2\ \mathrm{MV/cm}.$$

Each unit feels twice the average field. This is the bulk result, applied to the whole film. In a simple cubic film of 28 layers, which is about 10 nm at this density, the outermost dipoles lack neighbours on one side. If the image dipoles in the electrodes are ignored, the local field is slightly weaker at the two surfaces, and this lowers the permittivity of the film by only about 0.4 %. Ideal flat metal electrodes half a lattice spacing beyond the outermost dipoles would remove even this difference, because the image dipoles continue the lattice. Both statements count the thickness as 28 full lattice spacings. The result depends more strongly on where the electrodes sit. With each electrode 0.6 instead of 0.5 spacings from the outermost dipoles, a shift of only 0.04 nm, the apparent permittivity of the capacitor falls to about 3.91, and at 0.4 spacings it rises to about 4.14. With $1\ \mathrm{MV/cm}=10^8\ \mathrm{V/m}$, the polarization is

$$P=\varepsilon_0(\varepsilon_r-1)E
=8.854\times10^{-12}\times3\times10^8\ \mathrm{C/m^2}
=0.266\ \mathrm{\mu C/cm^2}.$$

The last step uses $1\ \mathrm{C/m^2}=100\ \mathrm{\mu C/cm^2}$. Division by $N$ gives the dipole moment per unit, $p=P/N=0.754\ e\,\mathrm{pm}$, where $e$ is the elementary charge. This equals the moment made by moving one elementary charge through 0.754 pm, a very small distance compared with the spacing of atoms.

The capacitance per area of a film of thickness $d$ is

$$\frac CA=\frac{\varepsilon_r\varepsilon_0}{d}
=\frac{4\times8.854\times10^{-12}}{10^{-8}}\ \mathrm{F/m^2}
=0.354\ \mathrm{\mu F/cm^2}.$$

The voltage across the film is the field times the thickness, 1 V.

### (f) What the model neglects

**Comparison with the real oxide.** Amorphous silicon dioxide has a static relative permittivity of roughly 3.9 and roughly 22 formula units per nm³, so the example is close to it in both respects. This agreement is no success of the theory, because $\alpha$ was chosen to give $x=0.5$. The real oxide is a bonded network without cubic order, and its electrons are spread over the bonds. Point dipoles on cubic sites are thus the assumption that it breaks most clearly. The polarizability found in (e) is an effective value that absorbs such differences.

**The local-field factor.** To see how much depends on this assumption, replace 1/3 by a general factor $L$, so that $E_{\rm loc}=E+LP/\varepsilon_0$. Then

$$P=3\varepsilon_0x\left(E+\frac{LP}{\varepsilon_0}\right)
\quad\Rightarrow\quad
P(1-3xL)=3\varepsilon_0xE
\quad\Rightarrow\quad
\varepsilon_r=1+\frac{3x}{1-3xL}. \tag{7}$$

Keep $x=0.5$. A factor 10 % lower, $L=0.3$, gives $1+1.5/0.55=3.73$. With no local-field correction, $L=0$, the result is 2.5. Charge clouds that overlap do not act on one another as point dipoles do, and $L$ may then differ from 1/3. Its value for the oxide is not determined here, so these numbers measure sensitivity and are not error bars.

**Non-cubic surroundings.** Stretch the lattice along $z$ so that the ratio of the cell edges is $c/a=1.05$, at fixed density and fixed $\alpha$. The near dipoles no longer cancel. For a field along the stretch, the six nearest neighbours contribute an amount proportional to

$$2\cdot\frac{2}{c^3}-4\cdot\frac1{a^3}=4\left(\frac1{c^3}-\frac1{a^3}\right)<0 .$$

The two neighbours in line with the dipole, which strengthen the local field, have moved away. The four beside it, which weaken the field, have moved closer. The sum over all sites within a sphere of radius 30 mean lattice spacings has the same sign and contributes $-0.049$ to $L$. Added to 1/3, this gives 0.284. The needle sum for the stretched lattice gives 0.2847, which supports the division into sphere surface and near dipoles in a case where the near part is not zero.

For a field across the stretch, the needle sum gives 0.3577. The three factors must add up to 1: the surface of the sphere contributes 1/3 for each direction, and the near terms $3X^2-r^2$, $3Y^2-r^2$ and $3Z^2-r^2$ add up to zero. Indeed $0.2847+2\times0.3577=1.000$ to three decimals. Equation (7) then gives $\varepsilon_r=3.62$ along the stretch and 4.24 across it. A distortion of 5 % thus moves the permittivity by up to about 10 %. In a glass the local distortions point in all directions, and their combined effect is not calculated here.

**Frequency.** The static polarizability contains the displacement of electrons and the displacement of ions. At optical frequencies, well above those of the lattice vibrations, the ions cannot follow. Silicon dioxide then has a relative permittivity of roughly 2.1. If the same relation is applied to the electronic part alone,

$$x_{\rm el}=\frac{2.1-1}{2.1+2}=\frac{1.1}{4.1}=0.268 .$$

In this model the electrons provide $0.268/0.5=54\ \%$ of the static polarizability. Yet their response alone gives $\varepsilon_r-1=1.1$, which is 37 % of the static value of 3. Polarizabilities add, but permittivities do not, because each contribution also strengthens the local field that acts on the other. Of the physical changes considered here, the loss of the ionic response is the largest. The value 4 therefore applies to frequencies well below the lattice vibrations.

**Temperature.** With a linear expansion of roughly 0.5 ppm/K, a rise of 100 K lowers the density by a fraction $3\times0.5\times10^{-6}\times100=1.5\times10^{-4}$. By equation (6) the permittivity changes by $-12\times0.5\times1.5\times10^{-4}=-0.0009$. This is negligible beside the other effects. Any change of $\alpha$ itself with temperature is left out of this estimate.

**Breakdown and tunnelling.** The field of 1 MV/cm is about 10 % of a rough breakdown field of 10 MV/cm. For tunnelling, take a rough barrier height $\Phi=3$ eV and a rough effective mass $m$ of 0.4 electron masses. The field lowers the barrier linearly to 2 eV at the far side. The semiclassical transmission $T$, without its prefactor, is

$$\log_{10}T\approx-\frac{2}{\ln10}\int_0^d\frac{\sqrt{2m(\Phi-eEz)}}{\hbar}\,dz=-44 .$$

Direct tunnelling through a perfect film of this thickness is negligible. The estimate does not cover conduction through defects, and it would change greatly for a much thinner film, since the exponent grows with the thickness.

The main values from parts (c) to (f) are listed with their units in the numerical output.

## Computed values

```
x = N alpha/(3 eps0): 0.50 (no unit)
Number density: 22.0 per nm^3
Polarizability volume alpha/(4 pi eps0): 0.00543 nm^3
Macroscopic field: 1.00 MV/cm
Film thickness: 10.0 nm
Cubic local-field factor, needle sum: 0.3333 (no unit)
Cavity surface factor, quadrature: 0.3333 (no unit)
Relative permittivity, feedback sum: 4.000 (no unit)
Permittivity after feedback round 1: 2.500 (no unit)
Permittivity after feedback round 2: 3.250 (no unit)
Permittivity after feedback round 3: 3.625 (no unit)
Local field: 2.000 MV/cm
Polarization: 0.2656 uC/cm^2
Dipole per formula unit: 0.754 e pm
Capacitance per area: 0.3542 uF/cm^2
Slope d(permittivity)/dx: 12.00 (no unit)
Permittivity at 1 % higher density: 4.061 (no unit)
Permittivity, local-field factor 10 % lower: 3.727 (no unit)
Permittivity, no local-field correction: 2.500 (no unit)
Axis ratio of stretched lattice: 1.05 (no unit)
Local-field factor along stretch: 0.2847 (no unit)
Local-field factor across stretch: 0.3577 (no unit)
Near-dipole part along stretch: -0.049 (no unit)
Permittivity along stretch: 3.618 (no unit)
Permittivity across stretch: 4.236 (no unit)
Rough optical permittivity: 2.1 (no unit)
Electronic part of x: 0.268 (no unit)
Electronic share of polarizability: 54 %
Rough linear expansion: 0.5 ppm/K
Temperature rise: 100 K
Permittivity shift from density alone: -0.00090 (no unit)
Rough breakdown field: 10 MV/cm
Field as share of breakdown: 10 %
Rough tunnel barrier: 3.0 eV
Rough tunnelling mass: 0.4 electron masses
log10 of tunnel transmission: -44 (no unit)
```
